**Inconsistent low-order equations for a helium power series**

The program examines series \(\sum c_{lmn}r_1^lr_2^mu^n\) for two electrons and a fixed nucleus of charge \(Z\), where \(r_1,r_2\) are the electron–nucleus distances, \(u\) is the electron–electron distance and \(\lambda\) is the repulsion strength. It asserts that the derived action of the Laplacian on 64 monomials agrees with finite differences in six Cartesian coordinates. With \(c_{000}=1\), three equations demand \(c_{101}=-\lambda Z/3\), \(-2\lambda Z/5\) and \(0\); for helium the output shows \(-0.6667\), \(-0.8000\) and \(0\) bohr\(^{-2}\). A least-squares fit over physical triangles asserts that quadratic terms cannot remove the mismatch for helium, but can when \(\lambda=0\) or \(Z=0\). Exact elimination at \(Z=2\), \(\lambda=1\) and a trial energy of \(-3\) hartree asserts that all coefficients through degree three vanish, and the output shows that those of degree four vanish as well once equations up to degree six are included. The program also asserts the local-energy formula for \(e^{-Z(r_1+r_2)+u/2}\) at several triangle shapes. Near the triple coalescence the limits of this local energy range from \(-4.25\) to \(-2.25\) hartree, depending on the shape.

## Numerical check

```python
"""
Result under test: a power series
    psi = sum c(l,m,n) r1^l r2^m u^n      (l, m, n = 0, 1, 2, ...)
with c(0,0,0) != 0 cannot solve the S-state Schroedinger equation of two
electrons (repulsion lam/u) and a fixed nucleus of charge Z, if lam*Z != 0.
r1, r2: electron-nucleus distances; u: electron-electron distance; E: energy.
Atomic units. The equation is used as  (Laplacian - 2V + 2E) psi = 0  with the
six-dimensional Laplacian and V = -Z/r1 - Z/r2 + lam/u.
"""
from collections import defaultdict
from fractions import Fraction
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants

mp.mp.dps = 90


def laplacian_terms(l, m, n):
    """Derived action of the Laplacian on the monomial r1^l r2^m u^n."""
    return [((l - 2, m, n), l * (l + n + 1)),
            ((l, m - 2, n), m * (m + n + 1)),
            ((l, m, n - 2), n * (2 * n + 2 + l + m)),
            ((l - 2, m + 2, n - 2), -l * n),
            ((l + 2, m - 2, n - 2), -m * n)]


def operator_terms(l, m, n, Z, lam, E):
    """Action of Laplacian - 2V + 2E on a monomial."""
    return laplacian_terms(l, m, n) + [
        ((l - 1, m, n), 2 * Z), ((l, m - 1, n), 2 * Z),
        ((l, m, n - 1), -2 * lam), ((l, m, n), 2 * E)]


def equations(N, Z, lam, E):
    """All coefficient equations that involve only c(l,m,n), l+m+n <= N."""
    table = defaultdict(dict)
    for l in range(N + 1):
        for m in range(N + 1 - l):
            for n in range(N + 1 - l - m):
                for target, value in operator_terms(l, m, n, Z, lam, E):
                    if value != 0 and sum(target) <= N - 2:
                        row = table[target]
                        row[(l, m, n)] = row.get((l, m, n), 0) + value
    return table


def remaining_freedom(N, Z, lam, E):
    """Exact elimination, high degrees first.  Entry D of the result is the
    dimension of the set of allowed coefficients of degree <= D."""
    pivots = {}
    for row in equations(N, Z, lam, E).values():
        row = {k: Fraction(v) for k, v in row.items()}
        while row:
            lead = max(row, key=lambda k: (sum(k), k))
            if lead not in pivots:
                scale = row[lead]
                pivots[lead] = {k: v / scale for k, v in row.items()}
                break
            factor = row[lead]
            for k, v in pivots[lead].items():
                new = row.get(k, Fraction(0)) - factor * v
                if new == 0:
                    row.pop(k, None)
                else:
                    row[k] = new
    result = []
    for D in range(N + 1):
        count = (D + 1) * (D + 2) * (D + 3) // 6
        result.append(count - sum(1 for k in pivots if sum(k) <= D))
    return result


def distances(x):
    r1 = mp.sqrt(x[0]**2 + x[1]**2 + x[2]**2)
    r2 = mp.sqrt(x[3]**2 + x[4]**2 + x[5]**2)
    u = mp.sqrt((x[0]-x[3])**2 + (x[1]-x[4])**2 + (x[2]-x[5])**2)
    return r1, r2, u


def cartesian_laplacian(func, x, step):
    """Central second differences in the six Cartesian coordinates."""
    centre = func(*distances(x))
    total = mp.mpf(0)
    for i in range(6):
        up, down = list(x), list(x)
        up[i] += step
        down[i] -= step
        total += func(*distances(up)) + func(*distances(down)) - 2 * centre
    return total / step**2


# --- Test: monomial action against Cartesian finite differences -------------
point = [mp.mpf(v) / 10 for v in (7, -3, 4, -5, 9, 2)]
r1, r2, u = distances(point)
worst = mp.mpf(0)
for l in range(4):
    for m in range(4):
        for n in range(4):
            direct = cartesian_laplacian(
                lambda a, b, c: a**l * b**m * c**n, point, mp.mpf(10)**-20)
            derived = sum(v * r1**t[0] * r2**t[1] * u**t[2]
                          for t, v in laplacian_terms(l, m, n))
            worst = max(worst, abs(direct - derived))
assert worst < mp.mpf(10)**-25
print("Laplacian on 64 monomials, largest deviation:", mp.nstr(worst, 2))

# --- The low-order equations and their conflict ------------------------------
Z, lam, E = 2, 1, Fraction(-3)
print("nuclear charge Z =", Z, "; repulsion strength lam =", lam)


def demands(Z, lam, E):
    """c100, c001 and the values that three equations require for c101,
    read off from the coefficient equations with c000 = 1."""
    eq = equations(2, Z, lam, E)
    c = {(0, 0, 0): Fraction(1)}

    def solve(target, unknown):
        row = eq[target]
        rest = sum(v * c[k] for k, v in row.items() if k != unknown)
        return -Fraction(rest) / row[unknown]

    c[(1, 0, 0)] = solve((-1, 0, 0), (1, 0, 0))
    c[(0, 0, 1)] = solve((0, 0, -1), (0, 0, 1))
    values = [solve(t, (1, 0, 1))
              for t in ((-1, 0, 1), (1, 0, -1), (-1, 2, -1))]
    return c[(1, 0, 0)], c[(0, 0, 1)], values


for Zt, lt, Et in ((2, 1, Fraction(-3)), (5, 3, Fraction(7, 2)),
                   (1, 2, Fraction(0)), (2, 0, Fraction(-4)),
                   (0, 1, Fraction(1))):
    a, b, vals = demands(Zt, lt, Et)
    assert a == -Zt and b == Fraction(lt, 2)
    assert vals == [Fraction(-lt * Zt, 3), Fraction(-2 * lt * Zt, 5), 0]
    assert (len(set(vals)) == 1) == (lt * Zt == 0)

c100, c001, values = demands(Z, lam, E)
print("c100/c000 =", c100, "bohr^-1 ; c001/c000 =", c001, "bohr^-1")
for name, value in zip(("u/r1", "r1/u", "r2^2/(r1 u)"), values):
    print(f"c101/c000 from {name:12s}= {float(value):8.4f} bohr^-2")

# --- Test: no quadratic terms repair the mismatch on physical triangles ------
rng = np.random.default_rng(1)
a = rng.uniform(0.5, 1.5, 2000)
b = rng.uniform(0.5, 1.5, 2000)
theta = rng.uniform(0.3, np.pi, 2000)
d = np.sqrt(a**2 + b**2 - 2 * a * b * np.cos(theta))
quadratics = [(2, 0, 0), (0, 2, 0), (0, 0, 2), (1, 1, 0), (1, 0, 1), (0, 1, 1)]
columns = np.array([sum(v * a**float(t[0]) * b**float(t[1]) * d**float(t[2])
                        for t, v in laplacian_terms(*q)) * np.ones_like(a)
                    for q in quadratics]).T


def best_fit_rms(Z, lam):
    """Smallest rms of Laplacian(psi2) - 2 V psi1; the constant column
    contained in the fit also absorbs any energy E."""
    source = 2 * (-Z/a - Z/b + lam/d) * (-Z * (a + b) + lam * d / 2)
    coef = np.linalg.lstsq(columns, source, rcond=None)[0]
    return np.sqrt(np.mean((columns @ coef - source)**2))


rms_full, rms_free, rms_bare = (best_fit_rms(2, 1), best_fit_rms(2, 0),
                                best_fit_rms(0, 1))
assert rms_full > 1e-2 and rms_free < 1e-10 and rms_bare < 1e-10
print(f"best-fit rms mismatch, Z=2 lam=1: {rms_full:.4f} hartree")
print(f"best-fit rms mismatch, Z=2 lam=0: {rms_free:.1e} hartree")
print(f"best-fit rms mismatch, Z=0 lam=1: {rms_bare:.1e} hartree")

# --- Freedom left by the truncated coefficient equations ---------------------
print("Freedom left in coefficients of degree <= D, equations up to degree N")
print("(Z = 2, lam = 1, trial E =", E, "hartree)")
print(" N   D=0  D=3  D=4")
freedom = {}
for N in range(1, 8):
    freedom[N] = remaining_freedom(N, Z, lam, E)
    cells = [str(freedom[N][D]) if D <= N else "-" for D in (0, 3, 4)]
    print(f" {N}   " + "".join(f"{s:>3s}  " for s in cells))
assert freedom[1][0] == 1
assert all(freedom[N][0] == 0 for N in range(2, 8))
assert all(freedom[N][3] == 0 for N in range(4, 8))
control_free = remaining_freedom(5, 2, 0, E)[0]
control_bare = remaining_freedom(5, 0, 1, E)[0]
assert control_free == 1 and control_bare == 1
print("control lam=0, N=5, D=0:", control_free,
      "; control Z=0, N=5, D=0:", control_bare)

# --- Worked example: cusp-satisfying function near the triple coalescence ----


def exponent(r1, r2, u):
    return -Z * (r1 + r2) + u / 2


def exponential(r1, r2, u):
    return mp.exp(exponent(r1, r2, u))


def taylor_quadratic(r1, r2, u):
    J = exponent(r1, r2, u)
    return 1 + J + J**2 / 2


def local_energy(func, x, step):
    r1, r2, u = distances(x)
    potential = -Z / r1 - Z / r2 + 1 / u
    return -cartesian_laplacian(func, x, step) / (2 * func(r1, r2, u)) + potential


def cosine_sum(r1, r2, u):
    """cos(alpha1) + cos(alpha2), triangle angles at the two electrons."""
    return ((r1**2 + u**2 - r2**2) / (2 * r1 * u)
            + (r2**2 + u**2 - r1**2) / (2 * r2 * u))


c101_cusp = mp.diff(lambda s, t: taylor_quadratic(s, mp.mpf(0), t),
                    (0, 0), (1, 1))
assert abs(c101_cusp + mp.mpf(Z) / 2) < mp.mpf(10)**-15
print("c101 of the cusp-satisfying function =", mp.nstr(c101_cusp, 5), "bohr^-2")

size = mp.mpf(10)**-9
print("distance r1 from the nucleus =", mp.nstr(size, 2), "bohr")
print("Local energy (hartree): exponential, its quadratic polynomial")
shapes = (("opposite sides, r2=r1", 1, mp.pi),
          ("right angle, r2=r1", 1, mp.pi / 2),
          ("equilateral", 1, mp.pi / 3),
          ("r2=2 r1, 100 degrees", 2, mp.pi * 5 / 9),
          ("u = r1/100, r2=r1", 1, 2 * mp.asin(mp.mpf(1) / 200)))
for name, ratio, angle in shapes:
    x = [size, mp.mpf(0), mp.mpf(0),
         ratio * size * mp.cos(angle), ratio * size * mp.sin(angle), mp.mpf(0)]
    step = size * mp.mpf(10)**-16
    e_exp = local_energy(exponential, x, step)
    e_pol = local_energy(taylor_quadratic, x, step)
    formula = (-mp.mpf(Z)**2 - mp.mpf(1) / 4
               + mp.mpf(Z) / 2 * cosine_sum(*distances(x)))
    assert abs(e_exp - formula) < mp.mpf(10)**-12
    # the polynomial omits cubic terms, an error proportional to the size
    assert abs(e_pol - formula) < mp.mpf(10)**-5
    print(f"  {name:22s} {float(e_exp):9.4f} {float(e_pol):9.4f}")

# the exponential formula holds at finite distances as well
x = [mp.mpf(v) / 10 for v in (7, -3, 4, -5, 9, 2)]
finite = local_energy(exponential, x, mp.mpf(10)**-20)
assert abs(finite - (-mp.mpf(Z)**2 - mp.mpf(1) / 4
           + mp.mpf(Z) / 2 * cosine_sum(*distances(x)))) < mp.mpf(10)**-20

# range of the angular term over triangles of all shapes
ratio, angle = np.meshgrid(np.linspace(0.05, 1.0, 96),
                           np.linspace(0.001, np.pi, 1500))
third = np.sqrt(1 + ratio**2 - 2 * ratio * np.cos(angle))
sums = cosine_sum(1.0, ratio, third)
assert sums.min() > -1e-9 and sums.min() < 0.01
assert sums.max() < 2 + 1e-9 and sums.max() > 1.999
print(f"cosine sum over all shapes: {sums.min():.4f} to {sums.max():.4f}")
low, high = -Z**2 - 0.25, -Z**2 - 0.25 + Z
hartree_in_ev = physical_constants["Hartree energy in eV"][0]
print(f"limits of the local energy: {low:.4f} and {high:.4f} hartree")
print(f"width of the range: {high - low:.4f} hartree"
      f" = {(high - low) * hartree_in_ev:.3f} eV")

print("verified")
```

It prints:

```
Laplacian on 64 monomials, largest deviation: 1.3e-38
nuclear charge Z = 2 ; repulsion strength lam = 1
c100/c000 = -2 bohr^-1 ; c001/c000 = 1/2 bohr^-1
c101/c000 from u/r1        =  -0.6667 bohr^-2
c101/c000 from r1/u        =  -0.8000 bohr^-2
c101/c000 from r2^2/(r1 u) =   0.0000 bohr^-2
best-fit rms mismatch, Z=2 lam=1: 1.0959 hartree
best-fit rms mismatch, Z=2 lam=0: 6.4e-14 hartree
best-fit rms mismatch, Z=0 lam=1: 4.6e-17 hartree
Freedom left in coefficients of degree <= D, equations up to degree N
(Z = 2, lam = 1, trial E = -3 hartree)
 N   D=0  D=3  D=4
 1     1    -    -  
 2     0    -    -  
 3     0    2    -  
 4     0    0    3  
 5     0    0    3  
 6     0    0    0  
 7     0    0    0  
control lam=0, N=5, D=0: 1 ; control Z=0, N=5, D=0: 1
c101 of the cusp-satisfying function = -1.0 bohr^-2
distance r1 from the nucleus = 1.0e-9 bohr
Local energy (hartree): exponential, its quadratic polynomial
  opposite sides, r2=r1    -2.2500   -2.2500
  right angle, r2=r1       -2.8358   -2.8358
  equilateral              -3.2500   -3.2500
  r2=2 r1, 100 degrees     -2.7745   -2.7745
  u = r1/100, r2=r1        -4.2400   -4.2400
cosine sum over all shapes: 0.0000 to 2.0000
limits of the local energy: -4.2500 and -2.2500 hartree
width of the range: 2.0000 hartree = 54.423 eV
verified
```
